**Transmission of a massive Dirac carrier through a sharp symmetric p-n step**

For half-gap $D$ and local carrier energies $+E$ and $-E$, with $E>D$ and the same mass on both sides, the normal-incidence transmission is $T=1-D^2/E^2$. The program asserts this against numerically computed eigenmodes for 19 ratios $D/E$ in both valleys. It also asserts agreement, within stated tolerances, with a narrow-ramp integration, a time-dependent wave packet and an atomically sharp step on a honeycomb lattice. Further assertions cover unequal local energies, mass reversal, pseudospin overlap, oblique incidence, the mode average and the long-ramp law. For $D=0.03$ eV and $E=0.05$ eV the output shows $T=0.64$, a mode average of 0.427 and a ballistic resistance times width of 782 ohm µm. A linear ramp 50 nm wide lowers the normal-incidence transmission to 0.16, and thermal averaging at 300 K lowers the sharp-step value to 0.28.

## Numerical verification

```python
# Result under test: a massive Dirac monolayer, H = v(sx px + sy py) + D sz + V(x),
# with local carrier energy +E left and -E right of a sharp scalar step (E > D),
# transmits T = 1 - D^2/E^2 at normal incidence.
# D: half-gap (eV); E: energy from local midgap (eV); hv: hbar*v (eV nm);
# u: hbar*v*ky (eV), conserved transverse momentum; total energy is zero.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
SZ = np.diag([1.0 + 0j, -1.0])
ID = np.eye(2)

velocity = 1.0e6          # m/s, rough typical value
D = 0.03                  # eV, rough typical value
E = 0.05                  # eV, chosen
bond = 0.142              # nm, rough carbon-carbon distance
hbar_eVs = const.hbar / const.e
hv = hbar_eVs * velocity * 1e9
p0 = np.sqrt(E**2 - D**2)
k0 = p0 / hv
T_formula = 1 - D**2 / E**2


def generator(kinetic, mass, u=0.0, valley=1):
    """Matrix M (eV) in psi' = i M psi / hv."""
    return valley * SX @ (kinetic * ID - mass * SZ - u * SY)


def sort_modes(matrix, flux_operator):
    """Right- and left-moving eigenvectors, normalized to unit flux."""
    vectors = np.linalg.eig(matrix)[1]
    flux = [np.vdot(w, flux_operator @ w).real for w in vectors.T]
    assert min(flux) < 0 < max(flux)
    i, j = int(np.argmax(flux)), int(np.argmin(flux))
    return (vectors[:, i] / np.sqrt(flux[i]),
            vectors[:, j] / np.sqrt(-flux[j]))


def match(incoming, reflected, transmitted):
    """Join incoming + r*reflected = t*transmitted; return T."""
    t, r = np.linalg.solve(np.column_stack([transmitted, -reflected]),
                           incoming)
    assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-6
    return abs(t)**2


def step_T(e_left, e_right, m_left, m_right, u=0.0, valley=1):
    flux = valley * SX
    inc, ref = sort_modes(generator(e_left, m_left, u, valley), flux)
    tra, _ = sort_modes(generator(e_right, m_right, u, valley), flux)
    return match(inc, ref, tra)


def ramp_T(energy, mass, width):
    """Integrate the Dirac equation through a linear ramp of given width."""
    inc, ref = sort_modes(generator(energy, mass), SX)
    tra, _ = sort_modes(generator(-energy, mass), SX)

    def slope(x, psi):
        return 1j / hv * generator(-2 * energy * x / width, mass) @ psi
    sol = solve_ivp(slope, (width / 2, -width / 2), tra, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return match(inc, ref, sol.y[:, -1])


def general_T(e_left, e_right, mass):
    """Derived formula 4ab/(a+b)^2, zero if either side is in its gap."""
    e_left, e_right = np.broadcast_arrays(e_left, e_right)
    is_open = (abs(e_left) > mass) & (abs(e_right) > mass)
    el = np.where(is_open, e_left, 2 * mass)
    er = np.where(is_open, e_right, 2 * mass)
    a = np.sqrt((el - mass) / (el + mass))
    b = np.sqrt((er - mass) / (er + mass))
    return np.where(is_open, 4 * a * b / (a + b)**2, 0.0)


# Main formula against numerical eigenmodes, both valleys, many ratios D/E
for ratio in np.linspace(0.05, 0.95, 19):
    for valley in (1, -1):
        T_num = step_T(E, -E, ratio * E, ratio * E, valley=valley)
        assert abs(T_num - (1 - ratio**2)) < 1e-9
T_match = step_T(E, -E, D, D)

# Formula for unequal local energies, including a step within one band
for el, er in ((0.05, -0.09), (0.04, -0.06), (0.05, 0.12), (-0.07, -0.04)):
    assert abs(step_T(el, er, D, D) - general_T(el, er, D)) < 1e-9

# Mass reversal together with the step removes the reflection
T_reversed = step_T(E, -E, D, -D)
assert abs(T_reversed - 1) < 1e-9


# Pseudospin picture: overlap equals T only for the symmetric step
def unit_right_mover(kinetic):
    w = sort_modes(generator(kinetic, D), SX)[0]
    return w / np.linalg.norm(w)


left_spinor, right_spinor = unit_right_mover(E), unit_right_mover(-E)
overlap = abs(np.vdot(left_spinor, right_spinor))**2
sz_left = np.vdot(left_spinor, SZ @ left_spinor).real
sz_right = np.vdot(right_spinor, SZ @ right_spinor).real
sx_left = np.vdot(left_spinor, SX @ left_spinor).real
sx_right = np.vdot(right_spinor, SX @ right_spinor).real
assert abs(overlap - T_match) < 1e-9
assert abs(sz_left - D / E) < 1e-9 and abs(sz_right + D / E) < 1e-9
assert abs(sx_left - sx_right) < 1e-9
uneven = abs(np.vdot(left_spinor, unit_right_mover(-0.09)))**2
assert abs(uneven - step_T(E, -0.09, D, D)) > 1e-3

# Oblique incidence and average over transverse modes
for angle in np.radians([10, 30, 50, 75]):
    T_num = step_T(E, -E, D, D, u=p0 * np.sin(angle))
    assert abs(T_num - T_formula * np.cos(angle)**2) < 1e-9
T_45 = step_T(E, -E, D, D, u=p0 * np.sin(np.pi / 4))
nodes, weights = np.polynomial.legendre.leggauss(12)
T_modes = sum(w * step_T(E, -E, D, D, u=p0 * s)
              for s, w in zip(nodes, weights)) / 2
assert abs(T_modes - 2 * T_formula / 3) < 1e-9

# Finite width: the narrow ramp must approach the sharp step
T_narrow = ramp_T(E, D, 0.1)
assert abs(T_narrow - T_formula) < 1e-3
widths = [1.0, 5.0, 20.0, 50.0, 100.0]
T_widths = [ramp_T(E, D, w) for w in widths]
assert all(x > y for x, y in zip(T_widths, T_widths[1:]))

# Long-ramp law, tested where the ramp ends lie far outside the gap
E_long, width_long = 0.30, 280.0
T_long = ramp_T(E_long, D, width_long)
T_long_law = np.exp(-np.pi * D**2 * width_long / (hv * 2 * E_long))
assert abs(T_long / T_long_law - 1) < 0.02


# Time-dependent wave packet on the sharp step (split-operator propagation)
def packet_T():
    n, dx, dt = 4096, 1.0, 0.5                 # points, nm, fs
    sigma, start = 150.0, -900.0               # nm
    hbar_fs = hbar_eVs * 1e15
    x = (np.arange(n) - n / 2 + 0.5) * dx
    k = 2 * np.pi * np.fft.fftfreq(n, dx)
    p = hv * k
    band = np.sqrt(p**2 + D**2)
    envelope = np.exp(-(k - k0)**2 * sigma**2 + 1j * k * (x[0] - start))
    # positive-energy projector applied to the spinor (1, 1)
    phi = np.array([1 + (D + p) / band, 1 + (p - D) / band]) * envelope
    psi = np.fft.ifft(phi, axis=1)
    psi /= np.sqrt(np.sum(abs(psi)**2))
    half = np.exp(-0.5j * np.where(x < 0, -E, E) * dt / hbar_fs)
    c = np.cos(band * dt / hbar_fs)
    s = -1j * np.sin(band * dt / hbar_fs) / band
    speed = velocity * 1e-6 * p0 / E           # nm/fs
    for _ in range(int(round(-2 * start / speed / dt))):
        f = np.fft.fft(psi * half, axis=1)
        f = np.array([(c + s * D) * f[0] + s * p * f[1],
                      s * p * f[0] + (c - s * D) * f[1]])
        psi = np.fft.ifft(f, axis=1) * half
    assert abs(np.sum(abs(psi)**2) - 1) < 1e-8
    return np.sum(abs(psi[:, x > 0])**2)


T_packet = packet_T()
# tolerance covers the energy spread of the packet and the grid
assert abs(T_packet - T_formula) < 5e-3

# Honeycomb lattice, transport along a bond, transverse momentum at the valley:
# the two bonds per cell then carry hoppings +t and -t, sublattices carry +-D
hopping = hv / (1.5 * bond)


def cell_matrix(kinetic):
    """Advance (A of this cell, B of previous cell) by one cell."""
    to_b = np.array([[1, 0], [(kinetic - D) / hopping, 1]], complex)
    to_a = np.array([[1, -(kinetic + D) / hopping], [0, 1]], complex)
    return to_a @ to_b


lat_in, lat_ref = sort_modes(cell_matrix(E), -SY)
lat_tr, _ = sort_modes(cell_matrix(-E), -SY)
T_lattice = match(lat_in, lat_ref, lat_tr)
# tolerance covers corrections from the finite lattice constant
assert abs(T_lattice - T_formula) < 1e-3

# Thermal spread at fixed step height, Fermi level at total energy zero
kB_eV = const.k / const.e


def thermal_T(temperature):
    z = np.linspace(-35, 35, 140001)
    weight = 0.25 / np.cosh(z / 2)**2
    shift = z * kB_eV * temperature
    values = general_T(E + shift, -E + shift, D)
    assert abs(np.sum(weight) * (z[1] - z[0]) - 1) < 1e-8
    return np.sum(weight * values) * (z[1] - z[0])


# Ballistic junction resistance times width, spin and valley degeneracy 4
modes_per_um = k0 * 1e3 / np.pi
g_open = 4 * const.e**2 / const.h * modes_per_um      # S/um
R_open, R_step = 1 / g_open, 1 / (g_open * T_modes)

a_left = np.sqrt((E - D) / (E + D))
print(f"velocity v = {velocity:.2e} m/s")
print(f"hbar v = {hv:.4f} eV nm")
print(f"half-gap D = {D:.3f} eV")
print(f"carrier energy E = {E:.3f} eV")
print(f"step height 2E = {2 * E:.3f} eV")
print(f"hbar v k = {p0:.4f} eV")
print(f"wave number k = {k0:.5f} 1/nm")
print(f"inverse wave number 1/k = {1 / k0:.2f} nm")
print(f"sharpness length hbar v/E = {hv / E:.2f} nm")
print(f"component ratio a (left) = {a_left:.4f}")
print(f"component ratio b (right) = {1 / a_left:.4f}")
print(f"reflection amplitude -D/E = {-D / E:.4f}")
print(f"transmission amplitude 1-D/E = {1 - D / E:.4f}")
print(f"T from formula = {T_formula:.6f}")
print(f"R from formula = {D**2 / E**2:.6f}")
print(f"T from numerical matching = {T_match:.6f}")
print(f"T from 0.1 nm ramp = {T_narrow:.6f}")
print(f"T from wave packet = {T_packet:.4f}")
print(f"T from honeycomb lattice = {T_lattice:.6f}")
print(f"bond length = {bond:.3f} nm")
print(f"lattice hopping = {hopping:.3f} eV")
print(f"T with mass reversed on right = {T_reversed:.6f}")
print(f"pseudospin z left, right = {sz_left:.4f}, {sz_right:.4f}")
print(f"pseudospin x left, right = {sx_left:.4f}, {sx_right:.4f}")
print(f"squared spinor overlap = {overlap:.6f}")
print(f"T at 45 degrees = {T_45:.4f}")
print(f"mode-averaged T = {T_modes:.4f}")
print(f"modes per width = {modes_per_um:.2f} 1/um")
print(f"resistance x width, no step = {R_open:.1f} ohm um")
print(f"resistance x width, sharp step = {R_step:.1f} ohm um")
for w, T_w in zip(widths, T_widths):
    field = 2 * E / w * 10                            # V/nm to MV/cm
    print(f"width {w:.0f} nm: field {field:.3f} MV/cm, T = {T_w:.4f}")
print(f"long-ramp test: E = {E_long:.2f} eV, width = {width_long:.0f} nm")
print(f"long-ramp T numerical = {T_long:.5f}")
print(f"long-ramp T from law = {T_long_law:.5f}")
T_shift = float(general_T(E + 0.01, -E + 0.01, D))
print(f"T for local energies {E + 0.01:.2f}, {-E + 0.01:.2f} eV = {T_shift:.4f}")
for temp in (4, 77, 300):
    print(f"{temp} K: kT = {kB_eV * temp * 1e3:.2f} meV, "
          f"thermal mean T = {thermal_T(temp):.4f}")
print("finished without a failed check")
```

Printed output:

```
velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
half-gap D = 0.030 eV
carrier energy E = 0.050 eV
step height 2E = 0.100 eV
hbar v k = 0.0400 eV
wave number k = 0.06077 1/nm
inverse wave number 1/k = 16.46 nm
sharpness length hbar v/E = 13.16 nm
component ratio a (left) = 0.5000
component ratio b (right) = 2.0000
reflection amplitude -D/E = -0.6000
transmission amplitude 1-D/E = 0.4000
T from formula = 0.640000
R from formula = 0.360000
T from numerical matching = 0.640000
T from 0.1 nm ramp = 0.639996
T from wave packet = 0.6390
T from honeycomb lattice = 0.639973
bond length = 0.142 nm
lattice hopping = 3.090 eV
T with mass reversed on right = 1.000000
pseudospin z left, right = 0.6000, -0.6000
pseudospin x left, right = 0.8000, 0.8000
squared spinor overlap = 0.640000
T at 45 degrees = 0.3200
mode-averaged T = 0.4267
modes per width = 19.34 1/um
resistance x width, no step = 333.6 ohm um
resistance x width, sharp step = 781.9 ohm um
width 1 nm: field 1.000 MV/cm, T = 0.6396
width 5 nm: field 0.200 MV/cm, T = 0.6290
width 20 nm: field 0.050 MV/cm, T = 0.4914
width 50 nm: field 0.020 MV/cm, T = 0.1640
width 100 nm: field 0.010 MV/cm, T = 0.0155
long-ramp test: E = 0.30 eV, width = 280 nm
long-ramp T numerical = 0.13471
long-ramp T from law = 0.13471
T for local energies 0.06, -0.04 eV = 0.5882
4 K: kT = 0.34 meV, thermal mean T = 0.6398
77 K: kT = 6.64 meV, thermal mean T = 0.5314
300 K: kT = 25.85 meV, thermal mean T = 0.2767
finished without a failed check
```
